Quasi-harmonic frequency shift as the strain tadpole, and what it omits

In an insulating crystal at zero external stress, the shift of a nondegenerate phonon frequency ω_s at leading anharmonic order has four parts,

Δω_s = Δ_strain + Δ_opt + Δ_loop + Δ_bubble.

The quasi-harmonic approximation (QHA), with the atoms in the cell relaxed on the static energy surface at each strain, gives Δ_strain = −ω_s γ_s·η at this order, and this is the tadpole diagram whose stem is the uniform strain. In a structure with free internal parameters the identification needs relaxed-ion elastic constants and a relaxed-ion vertex. Three terms of the same order are left out: the quartic loop, the cubic bubble, and a second tadpole Δ_opt whose stem is a fully symmetric zone-centre optical mode at fixed cell. Minimizing the QHA free energy over internal coordinates as well restores Δ_opt, but neither loop nor bubble.

The nuclei move on a Born-Oppenheimer surface with short-range forces, so that no macroscopic electric field accompanies a strain. The reference structure is a minimum of the static energy, with zero forces, zero stress and real frequencies. The algebra uses atomic units (ħ = k_B = 1). A supercell of N cells is closed periodically, and the displacement of atom I, with site R_I and mass M_I, is written as

u_I = η R_I + Σ_s e_s(I) Q_s/√M_I.

The e_s are real orthonormal normal modes of the supercell, Q_s = (b_s + b_s†)/√(2ω_s), and in the harmonic ensemble ⟨Q_sQ_t⟩ = δ_st(2n_s+1)/(2ω_s) with n_s = 1/(e^{ω_s/T} − 1). The matrix η is symmetric, since an antisymmetric part is a rigid rotation to first order. Φ with subscripts denotes derivatives of the static energy at the reference structure. Cubic derivatives are counted as λ and quartic ones as λ²; order λ² is first order in ⟨u²⟩.

The strain must be added by hand because periodic modes cannot change the cell. The q = 0 acoustic modes are rigid translations; the energy does not depend on them, so Σ_K Φ_IJK = 0 and their cubic vertex vanishes. The strain vertex follows from expanding the force constants about the reference sites, Φ_IJ(η) = Φ_IJ + Σ_K Φ_IJK·ηR_K, and from first-order perturbation theory for the eigenvalue ω_s²:

Φ_ssη ≡ ∂ω_s²/∂η_ab = Σ_IJK e_s(I) e_s(J) Φ_IJ,Ka R_Kb/√(M_I M_J), symmetrized in a, b.

Here I runs over one supercell, while J and K run over all sites of the periodically repeated crystal, each image at its own position and with e_s continued periodically. Forces that cross the supercell boundary then feel the same strain as all others. The sum rule makes this independent of the origin of R. The modes keep their labels in the strained supercell, so the derivative is taken at fixed reduced wave vector. At harmonic order the strain has a clamped-ion stiffness C = Φ_ηη, proportional to N, and a coupling Λ_u = Φ_ηu to the modes. A uniform strain produces the same force pattern in each cell, so Λ_u vanishes unless u is a zone-centre optical mode. Because the static stress is zero, C does not depend on the choice of strain measure.

In the QHA the zone-centre optical coordinates follow the strain statically. The quadratic static energy is

E = ½ηCη + Σ_u (Q_uΛ_uη + ½ω_u²Q_u²).

Setting ∂E/∂Q_u = 0 gives Q_u = −Λ_uη/ω_u², and substitution gives

E = ½ηC_relη,  C_rel = C − Σ_u Λ_uΛ_u/ω_u².

Along this relaxed path the chain rule gives the derivative of a squared frequency, and with it the mode Grüneisen tensor,

dω_t²/dη = Φ_ttη − Σ_u Φ_ttu Λ_u/ω_u² ≡ −2ω_t²γ_t.

The QHA free energy is F = ½ηC_relη + Σ_t[ω_t/2 + T ln(1 − e^{−ω_t/T})]. The derivative of the bracket with respect to ω_t is ½ + e^{−ω_t/T}/(1 − e^{−ω_t/T}) = n_t + ½, and dω_t/dη = −ω_tγ_t. Hence dF/dη = 0 reads C_relη − Σ_tγ_tω_t(n_t+½) = 0. The γ_t are of order λ, so η is of order λ, and evaluating γ_t, ω_t, n_t at η = 0 neglects terms of order λ³. Cubic strain terms in E change η at order λ³, and Φ_ssηη η² changes ω_s² at order λ⁴. To leading order

η = C_rel⁻¹ Σ_t γ_tω_t(n_t+½),  Δω_s(QHA) = −ω_s γ_s·η.

The perturbation series is obtained from the equation of motion, which yields all terms of order λ² together. The Heisenberg equation for mode s is

d²Q_s/dt² = −ω_s²Q_s − Λ_sη − ½Σ_ij Φ_sij X_iX_j − (1/6)Σ_ijk Φ_sijk X_iX_jX_k + F_s(t),

where X runs over all modes and the strain, and F_s ∝ e^{−izt} is a weak probe force that induces a mean amplitude ξ(t) in Q_s. The term Λ_sη is present only for a zone-centre optical mode, and it acts only on the static mean. The strain moves atom I by ηR_I, so its inertia Σ_I M_I R_I² grows faster than N, while Λ_s² ∝ N. Its response at z ≈ ω_s therefore vanishes as N → ∞. Each coordinate is split as X_i = y_i + ξδ_is + x_i, with y_i its static mean and x_i a fluctuation of zero mean. Averaging and keeping terms linear in ξ gives (−z² + ω_s² + Π)ξ = F_s. The response function of b + b† to a term h(b + b†) added to the energy, which is a force of sign opposite to h, is then G = 2ω_s/(z² − ω_s² − 2ω_sΣ) with Σ = Π/(2ω_s), and its pole lies at z = ω_s + Σ(ω_s) at order λ². Elements of Π between different modes enter at order λ⁴ when s is nondegenerate. The cubic term contributes in two ways, since ⟨X_iX_j⟩ = (y_i + ξδ_is)(y_j + ξδ_js) + ⟨x_ix_j⟩, and the quartic term in one.

The product of means has two cross terms linear in ξ, which cancel the factor ½:

Π_T = Σ_i Φ_ssi y_i.

The static means follow from equilibrium. For a mode, the mean force vanishes in a stationary state; for the strain, zero external stress means ∂F/∂η = ⟨∂H/∂η⟩ = 0. With 𝓜 the static Hessian in the coordinates y = (η, Q_u), both conditions read

0 = Σ_j 𝓜_ij y_j + f_i + O(λ³),  f_i = ½Σ_t Φ_itt⟨Q_t²⟩.

Since Φ_itt is already of order λ, the harmonic ⟨Q_t²⟩ suffices. The closed thermal loop f_i is the same in each cell, so among the modes it is nonzero at q = 0 alone. Therefore

Δ_T = Π_T/(2ω_s) = −(1/2ω_s) Σ_ij Φ_ssi (𝓜⁻¹)_ij f_j.

This is the tadpole: a vertex on the line s, a stem and a closed loop. The stem is the static response: a constant force F shifts the means by 𝓜⁻¹F, and the closed loop exerts the force −f. In the sign convention of G, the propagator at zero frequency is −𝓜⁻¹. Whatever mass is assigned to the strain multiplies z² and drops out at z = 0.

The stem is split by solving 𝓜y = −f in two stages. The mode rows give Λ_uη + ω_u²Q_u = −f_u, so Q_u = −(f_u + Λ_uη)/ω_u². The strain row is Cη + Σ_uΛ_uQ_u = −f_η. Inserting Q_u and collecting η,

C_rel η = −(f_η − Σ_u Λ_u f_u/ω_u²) = −½Σ_t (dω_t²/dη)⟨Q_t²⟩.

The last step uses the definition of f and the relaxed derivative above. With dω_t²/dη = −2ω_t²γ_t and ⟨Q_t²⟩ = (2n_t+1)/(2ω_t), each term equals ω_t²γ_t(2n_t+1)/(2ω_t) = γ_tω_t(n_t+½). The mean strain is thus the QHA strain, mode by mode: the thermal expansion of the QHA is complete at order λ. Inserting η and Q_u into Π_T,

Π_T = (Φ_ssη − Σ_uΦ_ssuΛ_u/ω_u²)η − Σ_u Φ_ssu f_u/ω_u².

The bracket is dω_s²/dη = −2ω_s²γ_s, and division by 2ω_s gives

Δ_strain = −ω_sγ_s·η,  Δ_opt = −(1/2ω_s) Σ_u Φ_ssu f_u/ω_u².

The first is the QHA shift, which establishes the identity. The second is the thermal displacement of the optical coordinates at fixed cell. If the QHA free energy ½y𝓜y + F_vib(y) is minimized over all y, then ∂F_vib/∂y_i = Σ_t(n_t+½)Φ_tti/(2ω_t) = f_i, the solution is y = −𝓜⁻¹f, and the shift is Δ_strain + Δ_opt. The force f is invariant under the space group, so f_u vanishes unless u is fully symmetric. In a structure without free internal parameters Δ_opt is zero, and because the thermal η is itself invariant, Λ_uη vanishes too and clamped and relaxed quantities give the same result.

The size of the diagram follows from counting cells. Φ_ssη is of order N⁰, C_rel⁻¹ of order 1/N, and the closed loop sums over a number of modes proportional to N, so Δ_strain is of order N⁰. The strain could also appear as a fluctuating internal line, joined to one phonon through two vertices Φ_suη; that term has the factor 1/N and no sum to compensate it, so it vanishes as N → ∞, and the fluctuations x_i below are phonons alone. In a body with free surfaces no extra coordinate is needed. For a bar of length L the standing waves are cos(jπx/L), and the uniform expansion u = η(x − L/2) has the coefficients

(2/L)∫₀ᴸ η(x − L/2)cos(jπx/L)dx = (2ηL/j²π²)[(−1)ʲ − 1],

equal to −4ηL/(j²π²) for odd j and zero for even j. An odd mode changes the end-to-end length by cos(jπ) − 1 = −2 times its coefficient, which is the fraction 8/(j²π²) of ηL; the fractions add to one because Σ_odd 1/j² = π²/8. The strain stem is the sum of the long-wave acoustic stems.

For the quartic term, ξ can occupy any of three positions and the two remaining fluctuations are averaged harmonically, so Π_L = (3/6)Σ_tΦ_sstt⟨Q_t²⟩ and

Δ_loop = (1/4ω_s) Σ_t Φ_sstt (2n_t+1)/(2ω_t).

It is the change in the curvature of the potential when that curvature is averaged over the vibrational cloud, real and independent of z. The QHA evaluates the curvature at a single static configuration, without this average, so this term has no counterpart there.

The remaining cubic piece is the change of ⟨B⟩, with B = ½Σ_tuΦ_stu x_tx_u, caused by ξ. The cubic energy contains the term ξB (three positions for ξ times 1/6), so linear response gives δ⟨B⟩ = Π_Bξ with

Π_B(z) = Σ_mn |B_mn|² (p_n − p_m)/(z − E_m + E_n),

over harmonic eigenstates with Boltzmann weights p; terms with E_m = E_n have p_n = p_m and vanish for z ≠ 0. At small z each pair of levels contributes a negative amount, as a response that lowers the energy must. For t ≠ u the two orderings combine to Φ_stu(b_t+b_t†)(b_u+b_u†)/√(4ω_tω_u). Creation of both phonons costs ω_t+ω_u; its weight is emission minus the reverse process, (n_t+1)(n_u+1) − n_tn_u = 1 + n_t + n_u. Annihilation of both has the opposite weight and energy. Absorbing t and creating u costs ω_u − ω_t, with weight n_t(n_u+1) − (n_t+1)n_u = n_t − n_u. A sum over unordered pairs is half the sum over ordered pairs. For t = u the prefactor is (½)² and the weight of b†b† is ⟨(n+1)(n+2)⟩ − ⟨n(n−1)⟩ = 2(1+2n_t), whose product ½(1+2n_t) fits the same formula. With |V_stu|² = Φ_stu²/(8ω_sω_tω_u),

Σ_B(z) = ½Σ_tu |V_stu|² { (1+n_t+n_u)[1/(z−ω_t−ω_u) − 1/(z+ω_t+ω_u)] + (n_t−n_u)[1/(z+ω_t−ω_u) − 1/(z−ω_t+ω_u)] }.

Setting z = ω_s + i0 gives Σ_B = Δ_bubble − iΓ, with Δ_bubble the principal value and the half-width

Γ = (π/2)Σ_tu |V_stu|² {(1+n_t+n_u)δ(ω_s−ω_t−ω_u) + 2(n_t−n_u)δ(ω_s+ω_t−ω_u)},

where the two difference terms have been merged by exchanging t and u. Tadpole and bubble both contain two cubic vertices. They differ in what deforms: the mean positions, statically, in the first; the pair correlation ⟨x_tx_u⟩, at the frequency of the mode, in the second. The QHA shift is real, so the QHA has no linewidth.

Two consequences of the expansion G = G₀ + G₀²Σ, G₀ = 2ω_s/(z²−ω_s²), connect these formulas to a finite system with discrete levels. A pole of Σ_B of strength r at Ω gives a satellite of weight r[2ω_s/(Ω²−ω_s²)]² relative to the main line, whose residue is 1. Near ω_s the thermal levels give a cluster of lines. With S(z) = [2ω_s/(z+ω_s)]²Σ(z), G = 1/(z−ω_s) + S/(z−ω_s)² plus regular terms; the residues of G and zG are 1 + S′ and ω_s + S + ω_sS′, and their ratio, the centroid of the cluster, is ω_s + Σ(ω_s) at order λ².

The result has limits that follow from the steps taken. For degenerate modes Π is a matrix in the degenerate space and must be diagonalized. The degeneracy of q with −q needs no such step: translation invariance forbids elements of Π between the two and time reversal makes the diagonal elements equal, so the formulas hold for any branch that is nondegenerate at its wave vector. For a soft mode Π is not small against ω_s², and the pole cannot be linearized; a soft stem makes 𝓜⁻¹ large and y leaves the linear range. If Σ_B varies strongly near ω_s, as at a two-phonon resonance, the on-shell value does not locate the peak. Under finite pressure the reference must be the minimum of the enthalpy and C acquires stress terms.

A diatomic chain makes all terms explicit. Masses M₁, M₂ alternate, joined by Morse bonds V_b = D_b(1 − e^{−α_bx})² of rest lengths l_b, with a = l₁ + l₂. Expanding, V = D(α²x² − α³x³ + (7/12)α⁴x⁴ + …), so K = 2Dα², g₃ = V‴ = −3αK and g₄ = V⁗ = 7α²K. If c_b,s is the stretch of bond b per unit Q_s, then Φ_stu = Σ_b g₃,b c_b,s c_b,t c_b,u, and for the strain c_b = l_b. The zone-centre optical mode stretches bond 1 and compresses bond 2 equally, c = ±1/√μ per cell with 1/μ = 1/M₁ + 1/M₂, so ω_Γ² = (K₁+K₂)/μ and Λ = (K₁l₁ − K₂l₂)/√μ. The relaxed stretch per unit strain is d_b = l_b − c_bΛ/ω_Γ², which gives d₁ = l₁ − (K₁l₁−K₂l₂)/(K₁+K₂) = aK₂/(K₁+K₂) and d₂ = aK₁/(K₁+K₂). Then, per cell,

C_rel = Σ K_b d_b² = a²K₁K₂/(K₁+K₂),
γ_Γ = −Σ g₃,b d_b/[2(K₁+K₂)],
η = −Σ g₃,b d_b⟨x_b²⟩/(2C_rel),

with ⟨x_b²⟩ the harmonic mean-square stretch. The two coordinates (η, Q_Γ) fix the two mean bond shifts s_b, and at zero stress each bond carries no mean force: K_bs_b + ½g₃,b⟨x_b²⟩ = 0, so s_b = (3/2)α_b⟨x_b²⟩. Since c² = 1/μ on both bonds,

Π_T = Σ g₃,b s_b/μ = −(9/2)Σ α_b²K_b⟨x_b²⟩/μ,
Π_L = ½Σ g₄,b⟨x_b²⟩/μ = (7/2)Σ α_b²K_b⟨x_b²⟩/μ.

The ratio Δ_loop/(Δ_strain+Δ_opt) is −7/9 at any temperature in this model at order λ². The optical stem shifts the bonds by ±δ, where δ = s₁ − d₁η and aη = s₁ + s₂, so

δ = (K₁s₁ − K₂s₂)/(K₁+K₂),  Δ_opt = ω_Γ(g₃,₁ − g₃,₂)δ/[2(K₁+K₂)].

In the classical limit the bonds of a free chain are independent coordinates, ⟨x_b²⟩ = T/K_b, and δ = 3T(α₁−α₂)/[2(K₁+K₂)]: for equal exponents the optical tadpole has no term linear in T.

For the Γ mode the bubble pairs q with −q. The trace of the dynamical matrix is (K₁+K₂)/μ at each q, so the acoustic and optical branches obey ω_a² + ω_o² = ω_Γ². For q ≠ 0 this gives ω_a + ω_o > ω_Γ and ω_o − ω_a < ω_Γ. The determinant 4K₁K₂sin²(qa/2)/(M₁M₂) grows toward the zone edge, where ω_a is largest and ω_o smallest. If 2ω_a < ω_Γ < 2ω_o holds there, no delta function in Γ is met at q ≠ 0. At q → 0 two denominators vanish. With ω_a = vq and ω_o = ω_Γ − bq², they are −vq + bq² and vq + bq². The vertex contains c_a ∝ q, so |V|² ∝ q²/ω_a ∝ q. The terms in n_a ≈ T/vq combine as n_a·2bq²/(b²q⁴ − v²q²) → −2bn_a/v², and the others are −(1+2n_o)/(vq); multiplied by q, both are finite. The real part Δ_bubble is then an integral with a bounded integrand. The width does not vanish at T > 0, because |V|²n_a tends to a constant and the two delta functions at the end point keep a finite weight. A long acoustic wave is a relaxed strain of size |q|/√M per unit coordinate, with M = M₁ + M₂ and Mv² = C_rel, so |Φ| = 2ω_Γ²γ_Γ|q|/√M and |V|² = ω_Γ²γ_Γ²|q|/(2Mv). At z = ω_Γ + iε the terms in n_a carry 1/(iε − v|q|) + 1/(iε + v|q|) = −2iε/(ε² + v²q²), whose integral over q is −2πi/v. The two orderings cancel the factor ½, and with the measure a dq/2π the half-width is Γ = aω_Γ²γ_Γ²T/(2C_rel v), which is zero only at T = 0.

The model parameters are round: masses 16 and 64 u, K = 10 and 6 eV/Å², α = 2 and 1 Å⁻¹, l = 1.8 and 2.2 Å, hence g₃ = −60 and −18 eV/Å³, g₄ = 280 and 42 eV/Å⁴. With ħ²/(u Å²) = 4.180159×10⁻³ eV,

ω_Γ² = 16 × (1/16 + 1/64) × 4.180159×10⁻³ eV²,  ω_Γ = 0.072286 eV = 583.02 cm⁻¹.

The zone-edge frequencies 0.03099 and 0.06531 eV satisfy 2ω_a = 0.06198 eV < ω_Γ < 2ω_o. The stiffnesses are C = 10×1.8² + 6×2.2² = 61.44 eV and C_rel = 61.44 − (18 − 13.2)²/16 = 60.00 eV; d = 1.5 and 2.5 Å; γ_Γ = (60×1.5 + 18×2.5)/32 = 4.2188. At 300 K the Brillouin-zone integrals give ⟨x²⟩ = 3.5346×10⁻³ and 5.2673×10⁻³ Å². Then

η = (90 × 3.5346×10⁻³ + 45 × 5.2673×10⁻³)/(2×60) = 4.6262×10⁻³,
Δ_strain = −4.2188 × 0.072286 × 4.6262×10⁻³ = −1.411×10⁻³ eV,
δ = 1.5 × (20 × 3.5346×10⁻³ − 6 × 5.2673×10⁻³)/16 = 3.6645×10⁻³ Å,
Δ_opt = 0.072286 × (−42) × 3.6645×10⁻³/32 = −0.348×10⁻³ eV,
Δ_loop = 0.072286 × (280 × 3.5346×10⁻³ + 42 × 5.2673×10⁻³)/64 = +1.368×10⁻³ eV,

where the loop uses 1/(4μω_Γ) = ω_Γ/[4(K₁+K₂)]. Quadrature of the real part of Σ_B gives Δ_bubble = −1.640×10⁻³ eV. With ħv = (60 × 4.180159×10⁻³/80)^{1/2} = 0.0560 eV Å and k_BT = 0.02585 eV, the end-point half-width, which the program does not compute, is 4 × (4.2188 × 0.072286)² × 0.02585/(2 × 60 × 0.0560) = 1.4×10⁻³ eV. The total is −2.031×10⁻³ eV = −16.4 cm⁻¹, against −11.4 cm⁻¹ for the strain tadpole. The QHA supplies 69% of the order-λ² total, and the fully relaxed QHA, −1.758×10⁻³ eV, supplies 87%. Loop and bubble are each about as large as the strain tadpole and cancel to −0.27×10⁻³ eV; the cancellation is a numerical finding for this mode and these parameters. At 0 K the four terms are −0.937, −0.295, +0.959 and −1.131 in units of 10⁻³ eV, all driven by zero-point motion, with total −1.405; at 600 K they are −2.344, −0.524, +2.230 and −2.690, with total −3.327. The thermal shift relative to 0 K exceeds the QHA one by the factor 1.32 at 300 K and 1.37 at 600 K. At 600 K the classical values T/K_b = 5.17×10⁻³ and 8.62×10⁻³ Å² are still 9% and 6% below the quantum ⟨x_b²⟩. These totals are order λ² of a one-dimensional model and leave out all higher orders.

A QHA solved without linearization, on the full Morse potentials, gives −1.434×10⁻³ eV at 300 K and −2.433×10⁻³ eV at 600 K, larger in size than the strain tadpole by 1.7% and 3.8% of it. This excess is part of order λ⁴ and beyond. At 300 K it amounts to 0.023×10⁻³ eV, while the omitted order-λ² terms sum to −0.620×10⁻³ eV, so in this model the correction from the nonlinear minimization is well below the error of the approximation.

The numerical output below lists the independent checks. The linear limit of the QHA is isolated by the scaling M → M/ε², T → εT, under which ω → εω, the n are unchanged and F_vib → εF_vib; minimizing F numerically and extrapolating to ε → 0 reproduces Δ_strain for static relaxation and Δ_strain + Δ_opt for full relaxation at all three temperatures. The tensor form was tested on an fcc model with six unequal Morse bonds, where all six strain components are free: direct minimization and the analytic third-order vertex give the same η, and the same relative shifts −0.00927, −0.01260, −0.01567 at a general wave vector. In free chains of 100 and 200 cells the ordinary normal-mode tadpoles, with no strain coordinate, give 4.6321×10⁻³ and 4.6292×10⁻³, extrapolating in 1/N to 4.6262×10⁻³; the lowest mode carries 0.8123 of the elongation against 8/π² = 0.8106.

The complete sum was tested by diagonalizing a four-atom ring at 300 K in 647 oscillator states, with the potential cut at quartic order, the strain treated as a static parameter fixed by ⟨∂H/∂η⟩ = 0, and the λ² coefficient extrapolated from small λ. For the Γ mode the centroid shifts are −1.0316×10⁻⁴ eV at fixed length and −1.2491×10⁻³ eV at zero stress, equal to the diagram sums, and their difference is the strain tadpole −1.1459×10⁻³ eV. The strain 3.7577×10⁻³ agrees with the tadpole value. The sum and difference satellites, with r = |V|²(1+n_a+n_o) and |V|²(n_a−n_o), have weights 1.892×10⁻² and 4.297×10⁻³ by both routes, which tests two pole strengths of Σ_B. Within this four-atom ring the sum of the omitted terms differs in sign between modes. For the acoustic mode they add to +1.93×10⁻⁴ eV against a strain tadpole of −4.63×10⁻⁴ eV, so the QHA overstates the softening (total −2.70×10⁻⁴ eV), whereas for the Γ mode it understates it. These values depend on the size of the ring and should not be carried over to the infinite chain.

Computed values

```
fcc 300 K eta xx yy zz yz xz xy, tadpole: 0.00261 0.00211 0.00273 -0.00107 0.00016 -0.00001
fcc eta, QHA linear limit: 0.00261 0.00211 0.00273 -0.00107 0.00016 -0.00001
fcc dw/w, tadpole: -0.00927 -0.01260 -0.01567 | QHA linear limit: -0.00927 -0.01260 -0.01567
masses (u): [16. 64.]  K (eV/A^2): [10.  6.]  alpha (1/A): [2. 1.]  bonds (A): [1.8 2.2]
Morse D (eV): [1.25 3.  ]  g3 (eV/A^3): [-60. -18.]  g4 (eV/A^4): [280.  42.]
hbar^2/(u A^2) = 4.180159e-03 eV, kB = 8.617333e-05 eV/K
w_Gamma = 0.072286 eV = 583.02 cm^-1; zone edge w (eV): 0.03099 0.06531
C clamped = 61.440 eV, C relaxed = 60.000 eV per cell
relaxed bond stretch per unit strain (A): 1.50000 2.50000  gamma_Gamma = 4.2188
T = 0 K: <x^2> (A^2): 2.5744e-03 3.0452e-03  eta = 3.0728e-03
  bond shifts (A), strain: 4.6091e-03 7.6819e-03  optical: 3.1141e-03 -3.1141e-03
  strain, optical, loop, bubble (eV): -9.3705e-04 -2.9545e-04 9.5861e-04 -1.1312e-03
  total = -1.4050e-03 eV = -11.332 cm^-1; strain tadpole = -7.558 cm^-1
  QHA linear limit (eV), static-relaxed: -9.3705e-04  fully relaxed: -1.2325e-03
  QHA nonlinear: eta 3.0925e-03, shift (eV) static-relaxed -9.4022e-04, full -1.2327e-03
T = 300 K: <x^2> (A^2): 3.5346e-03 5.2673e-03  eta = 4.6262e-03
  bond shifts (A), strain: 6.9393e-03 1.1566e-02  optical: 3.6645e-03 -3.6645e-03
  strain, optical, loop, bubble (eV): -1.4108e-03 -3.4767e-04 1.3677e-03 -1.6403e-03
  total = -2.0310e-03 eV = -16.381 cm^-1; strain tadpole = -11.379 cm^-1
  QHA linear limit (eV), static-relaxed: -1.4108e-03  fully relaxed: -1.7585e-03
  QHA nonlinear: eta 4.7244e-03, shift (eV) static-relaxed -1.4341e-03, full -1.7911e-03
T = 600 K: <x^2> (A^2): 5.6823e-03 9.1305e-03  eta = 7.6857e-03
  bond shifts (A), strain: 1.1528e-02 1.9214e-02  optical: 5.5184e-03 -5.5184e-03
  strain, optical, loop, bubble (eV): -2.3438e-03 -5.2355e-04 2.2301e-03 -2.6897e-03
  total = -3.3269e-03 eV = -26.833 cm^-1; strain tadpole = -18.904 cm^-1
  QHA linear limit (eV), static-relaxed: -2.3438e-03  fully relaxed: -2.8673e-03
  QHA nonlinear: eta 8.0402e-03, shift (eV) static-relaxed -2.4329e-03, full -3.0033e-03
300 K minus 0 K (eV): strain -4.7373e-04, total -6.2599e-04, ratio 1.321
600 K minus 0 K (eV): strain -1.4067e-03, total -1.9218e-03, ratio 1.366
loop/(strain+optical) at 300 K = -0.777778
free chain 300 K eta, N=100, 200, extrapolated: 4.6321e-03 4.6292e-03 4.6262e-03
lowest-mode share 0.8123 (8/pi^2 = 0.8106), acoustic share 0.9980
ring N=2, 300 K, basis 647, w (eV): 0.03099 0.06531 0.07229
 mode 0 strain, optical, loop, bubble (eV): -4.6307e-04 1.5174e-05 3.4836e-04 -1.7047e-04
   fixed length (eV) diagrams 1.9307e-04 diag 1.9307e-04; free -2.7000e-04 diag -2.7000e-04
 mode 1 strain, optical, loop, bubble (eV): -1.0487e-03 -3.7612e-04 1.1082e-03 -6.3491e-04
   fixed length (eV) diagrams 9.7134e-05 diag 9.7136e-05; free -9.5153e-04 diag -9.5155e-04
 mode 2 strain, optical, loop, bubble (eV): -1.1459e-03 -3.3330e-04 1.1505e-03 -9.2038e-04
   fixed length (eV) diagrams -1.0316e-04 diag -1.0316e-04; free -1.2491e-03 diag -1.2491e-03
 eta tadpole 3.7577e-03, diagonalization 3.7577e-03
 satellite weights sum, difference: bubble 1.8919e-02 4.2966e-03  diag 1.8919e-02 4.2967e-03
```
